# Image Energy in a Uniaxial Semiconductor with Axis Normal to Metal

## Definitions and conventions

The metal fills \(z<0\) and the semiconductor fills \(z>0\). The semiconductor is homogeneous, linear and local, and its optic axis lies along \(z\). Its relative permittivity is \(\varepsilon_t\) for fields in the plane of the interface and \(\varepsilon_z\) for fields along the axis. Both are positive. SI units are used, and the vector \(\boldsymbol\rho\) is the in-plane position. Two combinations recur:

\[
\kappa=\sqrt{\varepsilon_t/\varepsilon_z},\qquad s=\sqrt{\varepsilon_t\varepsilon_z},\qquad
s\kappa=\varepsilon_t,\qquad \varepsilon_z\kappa=s .
\]

A point charge \(q\) sits on the normal \(\rho=0\) at height \(d\). The metal is at first an ideal equipotential with \(\varphi=0\). The image energy \(W(d)\) is the electrostatic energy caused by the presence of the metal. The self-energy of the charge in an unbounded semiconductor does not depend on \(d\) and is subtracted, so \(W\to0\) as \(d\to\infty\). The result to be derived is

\[
\boxed{W(d)=-\frac{q^2}{16\pi\varepsilon_0\varepsilon_t d}}
\]

"On-axis" refers to the normal through the charge. Elsewhere the induced potential does contain \(\varepsilon_z\).

## Solution of the field equation

The displacement has components \(\varepsilon_0\varepsilon_t\mathbf E_\parallel\) and \(\varepsilon_0\varepsilon_zE_z\). With \(\mathbf E=-\nabla\varphi\), Gauss's law becomes

\[
\varepsilon_t\nabla_\parallel^2\varphi+\varepsilon_z\partial_z^2\varphi
=-\frac{q}{\varepsilon_0}\,\delta^2(\boldsymbol\rho)\,\delta(z-d),
\qquad \varphi(z=0)=0 .
\]

Let \(z'=\kappa z\) and \(d'=\kappa d\). Then \(\varepsilon_z\partial_z^2=\varepsilon_z\kappa^2\partial_{z'}^2=\varepsilon_t\partial_{z'}^2\), so the operator becomes isotropic. The delta function also changes: \(\delta(z-d)=\delta[(z'-d')/\kappa]=\kappa\,\delta(z'-d')\). Hence

\[
\varepsilon_t\nabla'^2\varphi=-\frac{q\kappa}{\varepsilon_0}\,
\delta^2(\boldsymbol\rho)\,\delta(z'-d').
\]

Without the metal, this is the isotropic Poisson equation with charge \(q\kappa\) and permittivity \(\varepsilon_t\). Since \(\kappa/\varepsilon_t=1/s\), its solution is

\[
\varphi_{\rm bulk}=\frac{q}{4\pi\varepsilon_0 s}\,
\frac{1}{\sqrt{\rho^2+\kappa^2(z-d)^2}} .
\]

The stretching leaves the plane \(z=0\) in place. A charge \(-q\) at \(z=-d\) therefore cancels the potential everywhere on that plane:

\[
\varphi=\frac{q}{4\pi\varepsilon_0 s}\left[
\frac{1}{\sqrt{\rho^2+\kappa^2(z-d)^2}}-
\frac{1}{\sqrt{\rho^2+\kappa^2(z+d)^2}}\right],\qquad z>0 .
\]

The second term has no source in \(z>0\), so the field equation still holds there. The solution is unique. The difference \(u\) of two solutions has no source and vanishes on the metal and at infinity. Multiplying its equation by \(u\) and integrating by parts gives \(\int(\varepsilon_t|\nabla_\parallel u|^2+\varepsilon_z|\partial_zu|^2)\,dV=0\), which forces \(u=0\).

## Energy and cancellation of \(\varepsilon_z\)

The induced potential is the second term. On the normal through the charge,

\[
\varphi_{\rm ind}(0,z)=-\frac{q}{4\pi\varepsilon_0\,s\kappa\,(z+d)}
=-\frac{q}{4\pi\varepsilon_0\varepsilon_t(z+d)},
\]

because \(s\kappa=\varepsilon_t\). At the charge, \(z=d\).

To find the energy, build up the charge in place. When a fraction \(g\) is present, linearity makes the induced potential \(g\varphi_{\rm ind}\). Adding \(q\,dg\) costs \(g\,q\varphi_{\rm ind}\,dg\), while charge supplied to the metal at zero potential costs nothing. Therefore

\[
W=\int_0^1 g\,q\varphi_{\rm ind}(0,d)\,dg=\tfrac12q\varphi_{\rm ind}(0,d)
=-\frac{q^2}{16\pi\varepsilon_0\varepsilon_td}.
\]

The energy is even in \(q\), so electrons and holes are both attracted.

A resolution into in-plane wavenumbers \(k\) shows how \(\varepsilon_z\) drops out. Each component obeys

\[
-\varepsilon_z\varphi_k''+\varepsilon_tk^2\varphi_k=\frac{q}{\varepsilon_0}\delta(z-d).
\]

Away from the source the solutions are \(e^{\pm\kappa kz}\). In the bulk \(\varphi_k=Ce^{-\kappa k|z-d|}\), whose slope jumps by \(-2\kappa kC\) at the source. The equation requires \(2\varepsilon_z\kappa kC=q/\varepsilon_0\), so \(C=q/(2\varepsilon_0sk)\). The metal adds \(-Ce^{-\kappa k(z+d)}\). Summing at the charge with \(d^2k/(2\pi)^2=k\,dk/(2\pi)\),

\[
\varphi_{\rm ind}(0,d)=-\frac{q}{4\pi\varepsilon_0s}\int_0^\infty e^{-2\kappa kd}\,dk
=-\frac{q}{4\pi\varepsilon_0s}\,\frac{1}{2\kappa d}.
\]

At fixed \(\varepsilon_t\), a larger \(\varepsilon_z\) weakens each component through \(1/s\), but it also lowers \(\kappa\), so that more components reach from the metal to the charge. The two effects cancel.

The component equation was also solved by finite differences with spacing \(d/50\), with and without the metal. For \(\varepsilon_t=15\) and \(\varepsilon_z=3,6,15,40\), the energy was \(-0.016667\) in units of \(q^2/(4\pi\varepsilon_0d)\) each time, which is \(-1/(4\varepsilon_t)\). Halving \(\varepsilon_t\) at \(\varepsilon_z=6\) doubled it.

## Surface charge, force and off-axis potential

The surface charge on the metal equals \(D_z\) just inside the semiconductor. The two terms of \(\varphi\) contribute equally to \(\partial_z\varphi\) at \(z=0\), which gives

\[
\sigma=-\varepsilon_0\varepsilon_z\partial_z\varphi\big|_0
=-\frac{q\,\varepsilon_z\kappa^2d}{2\pi s(\rho^2+\kappa^2d^2)^{3/2}}
=-\frac{q\,\kappa d}{2\pi(\rho^2+\kappa^2d^2)^{3/2}},
\]

using \(\varepsilon_z\kappa^2=\varepsilon_t\) and \(\varepsilon_t/s=\kappa\). Its integral is \(-q\), but its radius scales as \(\kappa d\) and so depends on \(\varepsilon_z\).

The field at the metal is normal to it, and the outward pull per area is \(D_zE_z/2=\sigma^2/(2\varepsilon_0\varepsilon_z)\). With \(\int_0^\infty\rho\,d\rho\,(\rho^2+\kappa^2d^2)^{-3}=1/(4\kappa^4d^4)\), the total pull is

\[
\frac{q^2\kappa^2d^2}{4\pi\varepsilon_0\varepsilon_z}\,\frac{1}{4\kappa^4d^4}
=\frac{q^2}{16\pi\varepsilon_0\varepsilon_z\kappa^2d^2}
=\frac{q^2}{16\pi\varepsilon_0\varepsilon_td^2}=\frac{dW}{dd}.
\]

This confirms the factor one half independently of the charging argument.

At lateral distance \(\rho\) and the same height, the induced potential is

\[
\varphi_{\rm ind}(\rho,d)=-\frac{q}{4\pi\varepsilon_0\sqrt{\varepsilon_t\varepsilon_z\rho^2+4\varepsilon_t^2d^2}} .
\]

Here \(\varepsilon_z\) matters once \(\rho\) is comparable with \(2\kappa d\). A calculation of the interaction between two carriers near the metal must keep it, unless both lie on the same normal, where the direct and induced parts contain only \(\varepsilon_t\).

## Other orientations

The orientation of the axis is essential. Let the principal permittivities be \(\varepsilon_1,\varepsilon_2\) in the plane and \(\varepsilon_z\) along the normal. The decay constant becomes \(p=\sqrt{(\varepsilon_1k_1^2+\varepsilon_2k_2^2)/\varepsilon_z}\), and the same jump condition gives

\[
\varphi_{\rm ind}=-\int\frac{d^2k}{(2\pi)^2}\frac{q}{2\varepsilon_0\varepsilon_zp}e^{-2pd}.
\]

Set \(p_i=k_i\sqrt{\varepsilon_i/\varepsilon_z}\). Then \(d^2k=\varepsilon_z\,d^2p/\sqrt{\varepsilon_1\varepsilon_2}\), and \(d^2p=2\pi p\,dp\) after the angular integral, so

\[
\varphi_{\rm ind}=-\frac{q}{4\pi\varepsilon_0\sqrt{\varepsilon_1\varepsilon_2}}\int_0^\infty e^{-2pd}dp
=-\frac{q}{8\pi\varepsilon_0\sqrt{\varepsilon_1\varepsilon_2}\,d}.
\]

The normal permittivity cancels again, and \(\varepsilon_t\) is replaced by \(\sqrt{\varepsilon_1\varepsilon_2}\). If the optic axis of a uniaxial crystal lies in the interface plane, this is the geometric mean of its two permittivities.

## Schottky barrier lowering

From here on \(q\) is the elementary charge and \(x\) is the distance of an electron from the metal. Let \(\Phi\) be the barrier height in volts without field or image force. A uniform field of magnitude \(F\), directed so that the electron energy falls away from the metal, gives

\[
\frac{U(x)}{q}=\Phi-Fx-\frac{q}{16\pi\varepsilon_0\varepsilon_tx}.
\]

Setting the derivative to zero gives \(F=q/(16\pi\varepsilon_0\varepsilon_tx_m^2)\). At the maximum the image term therefore equals \(Fx_m\), and the lowering is \(\Delta=2Fx_m\):

\[
x_m=\sqrt{\frac{q}{16\pi\varepsilon_0\varepsilon_tF}},\qquad
\Delta=\sqrt{\frac{qF}{4\pi\varepsilon_0\varepsilon_t}} .
\]

At fixed field only \(\varepsilon_t\) enters. In a depletion layer, however, the field itself depends on \(\varepsilon_z\). For uniform donor density \(N\), depletion width \(w\) and total band bending \(V\), Gauss's law gives \(F=qNw/(\varepsilon_0\varepsilon_z)\) at the metal. The field falls linearly to zero, so \(V=Fw/2\). Eliminating \(w\),

\[
F^2=\frac{2qNV}{\varepsilon_0\varepsilon_z},\qquad
\Delta^4=\frac{q^2F^2}{16\pi^2\varepsilon_0^2\varepsilon_t^2}
=\frac{q^3NV}{8\pi^2\varepsilon_0^3\varepsilon_t^2\varepsilon_z}.
\]

An implementation thus needs both constants: \(\varepsilon_z\) in the one-dimensional Poisson equation and \(\varepsilon_t\) in the image term. At fixed \(N\) and \(V\), \(\Delta\propto\varepsilon_t^{-1/2}\varepsilon_z^{-1/4}\).

## A metal with finite screening length

The cancellation relies on an ideal metal. Suppose instead that the potential in the metal obeys \(\nabla^2\varphi=\varphi/\lambda^2\), with screening length \(\lambda\) and background permittivity 1. A component then decays into the metal as \(e^{Kz}\), with \(K=\sqrt{k^2+\lambda^{-2}}\). Between metal and charge, write

\[
\varphi_k=Ce^{-\kappa kd}\left(e^{\kappa kz}+r\,e^{-\kappa kz}\right).
\]

Continuity of potential and normal displacement gives \(sk(1-r)=K(1+r)\), hence

\[
r=\frac{sk-K}{sk+K}\simeq-1+2sk\lambda-2(sk\lambda)^2 ,
\]

where \(k\lambda\ll1\) and \(sk\lambda\ll1\). The energy is \(W=\frac{q^2}{8\pi\varepsilon_0s}\int_0^\infty r\,e^{-2\kappa kd}dk\). The integrals of \(1\), \(k\) and \(k^2\) with this exponential are \(1/(2\kappa d)\), \(1/(2\kappa d)^2\) and \(2/(2\kappa d)^3\). With \(s/\kappa=\varepsilon_z\),

\[
W\simeq-\frac{q^2}{16\pi\varepsilon_0\varepsilon_td}
\left[1-\frac{a}{d}+\frac{a^2}{d^2}\right],\qquad a=\varepsilon_z\lambda .
\]

So \(\varepsilon_z\) returns. To this order the bracket equals \(1/(1+a/d)\), and the image energy is that of an ideal metal at distance \(d+a\).

The applied field also penetrates the metal. Its value there is \(\varepsilon_zF\) at the surface and decays over \(\lambda\), which adds a voltage drop \(\varepsilon_zF\lambda=Fa\). The barrier becomes

\[
\frac{U}{q}\simeq\Phi-F(x+a)-\frac{q}{16\pi\varepsilon_0\varepsilon_t(x+a)} .
\]

This is the ideal barrier shifted by \(a\). The maximum moves to \(x_m-a\), and its height is unchanged to this order.

## Example: a contact on bulk MoS2

The layers lie parallel to the metal, so the optic axis is normal to it. Rough typical values are \(\varepsilon_t=15\) and \(\varepsilon_z=6\), giving \(\kappa=1.58\) and \(s=9.49\). The crystal is thick and lightly n-doped, with \(N=10^{16}\ \mathrm{cm^{-3}}=10^{-5}\ \mathrm{nm^{-3}}\). The band bending, including reverse bias, is 1 V, and \(T=300\) K, so \(k_BT=25.85\) meV.

With \(q/(4\pi\varepsilon_0)=1.440\) V nm, the ratio \(q/\varepsilon_0\) is \(4\pi\times1.440=18.10\) V nm. Then

\[
F=\sqrt{\frac{2\times18.10\times10^{-5}\times1}{6}}\ \mathrm{V/nm}
=0.00777\ \mathrm{V/nm}=0.0777\ \mathrm{MV/cm},
\]

\[
w=\frac{2V}{F}=257.5\ \mathrm{nm},\qquad
x_m=\sqrt{\frac{1.440}{4\times15\times0.00777}}\ \mathrm{nm}=1.76\ \mathrm{nm},
\]

\[
\Delta=\sqrt{\frac{1.440\times0.00777}{15}}\ \mathrm V=27.3\ \mathrm{mV}.
\]

The electron barrier falls by 27.3 meV, half from the image energy at \(x_m\) and half from the field. In classical thermionic emission with an unchanged prefactor, this multiplies the current by \(e^{27.3/25.85}=2.9\). Thermionic emission requires that electrons cross the region around the barrier top, where the energy is within about \(k_BT\) of the maximum, with little scattering. If diffusion across the layers limits the current instead, the current scales as \(1/\int e^{U/k_BT}dx\) and the factor is only 1.7, because the image force also makes the barrier top broader. For an axial mass of half the free-electron mass, the two limits cross near a mobility of 80 cm²/(V s) along the axis. Transport across the layers of MoS2 is much poorer than along them, so a real contact may lie closer to the diffusion limit.

At the same field, putting \(\varepsilon_z\) in the image term would give 43.2 meV and a factor of 5.3. Using \(s\) would give 34.3 meV and 3.8. The latter is also the lowering for an optic axis in the interface plane, if the field is held fixed.

Off the axis the second constant is visible. For a charge \(+q\) at height \(x_m\), the induced potential 5 nm to the side at the same height is \(-20.3\) mV. With \(\varepsilon_z\) raised to 15 and the height held fixed, it is \(-15.7\) mV.

## Size of the neglected effects

**Depletion profile.** The potential drop is \(Fx(1-x/2w)\), so to first order the lowering decreases by \(Fx_m^2/(2w)\), about 0.05 mV. Maximizing the full barrier gives 27.26 meV instead of 27.30 meV. The tail of mobile carriers at the depletion edge replaces \(V\) by \(V-k_BT/q\), which reduces \(F\) by 1.3 % and \(\Delta\) by half that fraction.

**Discrete layers.** The maximum lies 2.9 layer periods of 0.615 nm from the metal, so a continuum is open to doubt. A model stack addresses the dielectric part of this doubt. It has isotropic films of thickness 0.545 nm and permittivity 16.8, separated by vacuum gaps of 0.070 nm; the ideal metal lies half a gap from the first film. The thickness-weighted averages of \(\varepsilon\) and \(1/\varepsilon\) reproduce \(\varepsilon_t=15\) and \(1/\varepsilon_z=1/6\). For a charge at the centre of the third film, 1.54 nm from the metal, the image energy is 0.9985 of the uniaxial law. At the second film, 0.92 nm away, the ratio is 0.996. This close agreement holds only at the film centres and for this half gap. Across the third film the ratio runs from about 0.89 on the side near the metal to 1.10 on the far side, because the normal field is strongest in the gaps and the potential changes unevenly across a period. At the centre of that film it is 1.13 if the metal touches the first film and 0.90 if a full gap separates them. At this distance the model therefore supports the uniaxial image energy to about 10 %. The atomic structure of the interface and the spread of the electron wave function are outside it.

**Metal screening.** A rough \(\lambda=0.05\) nm gives \(a=0.30\) nm. At \(x_m\), integration with the full \(r\) reduces the image energy to 0.853 of its ideal value; the shifted-plane formula gives \(1/(1+0.300/1.758)=0.854\). Yet the lowering is 27.27 meV, almost unchanged, while the maximum moves in to 1.45 nm. The compensation derived above thus holds well here. A program that corrects the image energy but omits the voltage drop in the metal loses it.

**Tunnelling near the top.** The second derivative of \(U\) at the maximum is \(-2qF/x_m\), because the image term contributes \(-2/x_m^2\) times its magnitude \(qFx_m\). For mass \(m_z\) along the axis, the inverted parabola has \(\omega=\sqrt{2qF/(m_zx_m)}\). Its transmission at energy \(E\) above the top is \([1+e^{-2\pi E/\hbar\omega}]^{-1}\). Averaged with the Boltzmann factor and divided by the classical result, this gives

\[
\int_{-\infty}^{\infty}\frac{dE}{k_BT}\,
\frac{e^{-E/k_BT}}{1+e^{-2\pi E/\hbar\omega}}
=\frac{u}{\sin u},\qquad u=\frac{\hbar\omega}{2k_BT}<\pi .
\]

The integral follows from \(\int_{-\infty}^{\infty}e^{-bt}/(1+e^{-t})\,dt=\pi/\sin\pi b\) for \(0<b<1\), with \(t=2\pi E/\hbar\omega\) and \(b=u/\pi\). A rough mass of half the free-electron mass gives \(\hbar\omega=36.7\) meV, \(u=0.71\) and a factor of 1.09. This factor describes the parabola only. In the contact \(\hbar\omega\) exceeds the lowering itself, and the image potential varies strongly within an electron wavelength. Reflection of the electron wave can then outweigh tunnelling. In a one-dimensional model that treats the metal as a flat well 0.5 to 10 eV deep, the emission lies below the classical value, and the image force raises it by a factor of 2.0 to 2.3 instead of 2.9. The result for a real contact depends on how the wave functions match at the interface, which is left open here.

**Lattice response.** An electron with speed \(\sqrt{k_BT/m_z}\) crosses \(x_m\) in about 18 fs, while a phonon of roughly 48 meV has a period of 86 fs. The response time of this mode, the period divided by \(2\pi\), is 14 fs and is comparable with the transit time. The lattice is then neither frozen nor in its static response, so a static \(\varepsilon_t\) in the image term is an approximation. The size and sign of the correction depend on how the lattice polarization develops along the electron's path, which is not calculated here. The depletion field still uses the static \(\varepsilon_z\). If the image \(\varepsilon_t\) were 10 % smaller, the lowering would be 28.8 meV.

**Degeneracy and breakdown.** The doping is about \(10^{-3}\) of the conduction-band density of states, estimated for one valley with the same mass in all directions. The semiconductor is therefore non-degenerate. The field is about 8 % of a rough breakdown field of 1 MV/cm.

## Relation to real contacts

The permittivities and mass are rough values for bulk MoS2, and the doping represents a lightly doped crystal. A flake thinner than the depletion width found here breaks the assumption of a thick crystal: the field then depends on thickness, gate and back contact as well as on doping and bias. In a flake only a few nanometres thick, the far surface can also alter the image potential. If the field were ten times larger, the formulas would multiply \(\Delta\) by \(\sqrt{10}\), to about 86 meV, and reduce \(x_m\) to about 0.56 nm. That is less than one layer period, where the continuum barrier is no longer a sound description. Interface defects and chemical bonding can also change \(\Phi\) itself, which this calculation does not predict. The 27 meV is thus a model value for a thick crystal with a clean, uniform interface. The numerical output lists the inputs and intermediate values.

## Computed values

```
Image energy from grid, unit q^2/(4 pi eps0 d):
 eps_t=15, eps_z=3: grid -0.016667, law -0.016667
 eps_t=15, eps_z=6: grid -0.016667, law -0.016667
 eps_t=15, eps_z=15: grid -0.016667, law -0.016667
 eps_t=15, eps_z=40: grid -0.016667, law -0.016667
 eps_t=7.5, eps_z=6: grid -0.033333, law -0.033333
eps_t=15, eps_z=6: induced charge/q -1.00000, pull/law 1.00000
eps_t=4, eps_z=11: induced charge/q -1.00000, pull/law 1.00000
Inputs: eps_t 15, eps_z 6, kappa 1.5811, s 9.4868
Doping 1e+16 cm^-3, band bending 1.0 V, T 300 K
Thermal energy kT: 25.85 meV
e^2/(4 pi eps0): 1.4400 eV nm
Field at metal: 0.0777 MV/cm
Depletion width: 257.5 nm
Barrier maximum at x_m: 1.758 nm
Image energy at x_m: -13.65 meV
Barrier lowering: 27.30 meV
Emission factor exp(lowering/kT): 2.875
Lowering if eps_z were put in image term: 43.17 meV, factor 5.312
Lowering if s were put in image term: 34.33 meV, factor 3.774
Induced potential of +e, 5 nm aside, eps_z=6: -20.30 mV
Induced potential of +e, 5 nm aside, eps_z=15: -15.71 mV
Lowering with curved depletion potential: 27.26 meV
Field reduction by carrier tail: 1.30 %
Layer period 0.615 nm; x_m/period 2.86
Film stack: film 0.545 nm, eps 16.80, gap 0.070 nm
 film 2: d 0.922 nm, energy/uniaxial law 0.9961
 film 3: d 1.538 nm, energy/uniaxial law 0.9985
 film 4: d 2.152 nm, energy/uniaxial law 0.9992
 film 40: d 24.293 nm, energy/uniaxial law 1.0000
Metal screening length 0.05 nm, eps_z*length 0.300 nm
Image energy at x_m, screened/ideal metal: 0.8528
Screened metal: maximum at 1.448 nm, lowering 27.27 meV
Mass along axis 0.5 m_e; barrier-top quantum 36.70 meV
Tunnelling factor on emission (parabolic top): 1.0892
Doping/density of states (one valley): 1.13e-03
Field/rough breakdown field of 1 MV/cm: 0.078
Transit time over x_m 18.4 fs; period of 48 meV phonon 86.2 fs
Lowering if image eps_t is 10 % smaller: 28.78 meV
```
